# Why a delocalised Si 1s hole in disilane lacks half its relaxation: test program

```python
"""Why a delocalised Si 1s hole in disilane gives too high a delta-SCF energy.

Result under test: a hole shared by two Si atoms relaxes like two half holes.
Relaxation is nearly quadratic in hole charge, so about half of it is lost;
a hole localised on one Si regains it, also after symmetry is restored.

Symbols: A, B = localised 1s orbitals; g, u = (A +- B)/sqrt(2);
I = ionisation energy; R = frozen I minus relaxed I; D = density matrices
(alpha, beta); F = Fock matrices; S = overlap; h = one-electron Hamiltonian.
Internal energies are in hartree, printed energies in eV or meV.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import gto, ao2mo, lib
from pyscf.scf import hf
from pyscf.x2c.sfx2c1e import SpinFreeX2CHelper

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
SI_SI_NM, SI_H_NM, ANGLE_DEG = 0.235, 0.148, 110.0


def primitives(basis_name, l):
    """Uncontracted silicon functions of angular momentum l."""
    exponents = {row[0] for shell in gto.basis.load(basis_name, "Si")
                 if shell[0] == l for row in shell[1:]}
    return [[l, [x, 1.0]] for x in sorted(exponents, reverse=True)]


def build_model(sp_source, hydrogen_basis):
    """Integrals; the second half of the atoms is the inverted first half."""
    theta = np.radians(ANGLE_DEG)
    silicon = np.array([0.0, 0.0, -5.0 * SI_SI_NM])      # angstrom
    half = [("Si", silicon)]
    for phi in np.radians([0.0, 120.0, 240.0]):
        direction = np.array([np.sin(theta) * np.cos(phi),
                              np.sin(theta) * np.sin(phi), np.cos(theta)])
        half.append(("H", silicon + 10.0 * SI_H_NM * direction))
    atoms = half + [(name, -position) for name, position in half]
    si_basis = (primitives(sp_source, 0) + primitives(sp_source, 1)
                + primitives("cc-pvdz", 2))
    mol = gto.M(atom=[(name, tuple(position)) for name, position in atoms],
                basis={"Si": si_basis, "H": hydrogen_basis},
                unit="Angstrom", verbose=0)
    S = mol.intor("int1e_ovlp")
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e", aosym="s8")
    s, v = eigh(S)
    X = v[:, s > 1e-7] / np.sqrt(s[s > 1e-7])
    parity = []
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        parity += [(-1.0) ** l] * ((2 * l + 1) * mol.bas_nctr(shell))
    n = mol.nao // 2
    U = np.zeros((2 * n, 2 * n))
    U[:n, n:] = U[n:, :n] = np.diag(parity[:n])
    assert np.allclose(U @ S @ U, S, atol=1e-8)
    return SimpleNamespace(mol=mol, S=S, h=h, eri=eri, X=X, U=U,
                           pairs=mol.nelectron // 2, half=n)


def fock_and_energy(m, D):
    """Unrestricted Fock matrices and electronic energy."""
    if np.array_equal(D[0], D[1]):
        J, K = hf.dot_eri_dm(m.eri, D[:1], hermi=1)
        F = np.repeat(m.h + 2 * J - K, 2, axis=0)
    else:
        J, K = hf.dot_eri_dm(m.eri, D, hermi=1)
        F = m.h + J.sum(axis=0) - K
    return F, 0.5 * np.sum((m.h + F) * D)


def converge(m, D, holes=None, fractions=(0.0, 0.0), symmetric=False):
    """SCF with given fractions of a hole in the two lowest beta orbitals."""
    focks, errors = [], []
    C = e = occupied = None
    for _ in range(70):
        F, energy = fock_and_energy(m, D)
        if symmetric:
            F = 0.5 * (F + m.U @ F @ m.U)
        FDS = F @ D @ m.S
        error = m.X.T @ (FDS - FDS.transpose(0, 2, 1)) @ m.X
        if C is not None and np.abs(error).max() < 2e-5:
            return SimpleNamespace(D=D, F=F, E=energy, C=C, e=e, occ=occupied)
        focks, errors = (focks + [F])[-8:], (errors + [error])[-8:]
        k = len(focks)
        B = -np.ones((k + 1, k + 1))
        B[k, k] = 0.0
        gram = np.array([[np.vdot(x, y) for y in errors] for x in errors])
        B[:k, :k] = gram / gram.diagonal().max()
        rhs = np.zeros(k + 1)
        rhs[k] = -1.0
        weights = np.linalg.lstsq(B, rhs, rcond=1e-15)[0][:k]
        F = sum(w * f for w, f in zip(weights, focks))
        C, e, occupied, new_D = [], [], [], []
        for spin in range(2):
            levels, vectors = eigh(m.X.T @ F[spin] @ m.X)
            orbitals = m.X @ vectors
            occ = np.ones(m.pairs)
            if spin == 1 and holes is not None:
                match = (holes.T @ m.S @ orbitals[:, :2]) ** 2
                first = int(np.argmax(match[0]))
                occ[first] -= fractions[0]
                occ[1 - first] -= fractions[1]
            filled = orbitals[:, :m.pairs]
            new_D.append((filled * occ) @ filled.T)
            C.append(orbitals)
            e.append(levels)
            occupied.append(occ)
        D = np.array(new_D)
    raise RuntimeError("SCF did not converge")


def neutral_state(m, D=None):
    """Closed-shell neutral and its core orbitals g, u, A, B."""
    if D is None:
        guess = np.array(hf.init_guess_by_minao(m.mol))
        D = np.array([guess / 2, guess / 2])
    state = converge(m, D, symmetric=True)
    core = state.C[0][:, :2]
    inversion = core.T @ m.S @ m.U @ core
    values, vectors = eigh(0.5 * (inversion + inversion.T))
    assert np.allclose(values, [-1, 1], atol=1e-5)
    u, g = (core @ vectors).T
    A, B = (g + u) / np.sqrt(2), (g - u) / np.sqrt(2)
    if A[:m.half] @ (m.S @ A)[:m.half] < 0.5:
        A, B = B, A
    state.gu, state.AB = np.column_stack([g, u]), np.column_stack([A, B])
    return state


def ionise(m, neutral, holes, fractions, symmetric):
    """Frozen and relaxed energies of the ion relative to the neutral."""
    frozen = neutral.D.copy()
    frozen[1] -= (holes * np.array(fractions)) @ holes.T
    frozen_I = fock_and_energy(m, frozen)[1] - neutral.E
    state = converge(m, frozen, holes, fractions, symmetric)
    state.frozen, state.I = frozen_I * EV, (state.E - neutral.E) * EV
    state.R = state.frozen - state.I
    return state


def both_holes(m, neutral):
    delocalised = ionise(m, neutral, neutral.gu, (1.0, 0.0), True)
    localised = ionise(m, neutral, neutral.AB, (1.0, 0.0), False)
    return delocalised, localised


def coupling(m, bra, ket):
    """Overlap and Hamiltonian element of two non-orthogonal determinants.

    Each argument holds occupied alpha and beta orbitals. The beta pair of
    smallest overlap is kept apart, so no small number is divided by.
    """
    W, product = [], 1.0
    for spin in range(2):
        left, s, right = np.linalg.svd(bra[spin].T @ m.S @ ket[spin])
        a, b = bra[spin] @ left, ket[spin] @ right.T
        keep = len(s) - spin
        W.append((b[:, :keep] / s[:keep]) @ a[:, :keep].T)
        product *= np.prod(s[:keep])
    small, special = s[-1], np.outer(b[:, -1], a[:, -1])
    W = np.array(W)
    J, K = hf.dot_eri_dm(m.eri, W, hermi=0)
    field = J.sum(axis=0) - K
    rest = sum(np.trace((m.h + 0.5 * field[k]) @ W[k]) for k in range(2))
    single = np.trace((m.h + field[1]) @ special)
    return product * small, product * (small * rest + single)


# Working basis: full and fractional holes
m = build_model("cc-pvdz", "6-31g")
neutral = neutral_state(m)
deloc, loc = both_holes(m, neutral)
half_one = ionise(m, neutral, neutral.AB, (0.5, 0.0), False)
half_two = ionise(m, neutral, neutral.AB, (0.5, 0.5), True)
gap = deloc.I - loc.I
cross = half_two.R - 2 * half_one.R
predicted_R = loc.R / 2 + cross

# Frozen energies from the energy functional against the Fock expectation
for orbital, state in ((neutral.gu[:, 0], deloc), (neutral.AB[:, 0], loc)):
    koopmans = -orbital @ neutral.F[1] @ orbital * EV
    assert abs(koopmans - state.frozen) < 1e-3
frozen_difference = deloc.frozen - loc.frozen
assert abs(frozen_difference) < 0.02

# Quadratic law, equivalence to two half holes, and their combination
assert 0.20 < half_one.R / loc.R < 0.32
assert abs(half_two.R - deloc.R) < 0.05 * deloc.R
assert abs(predicted_R - deloc.R) < 0.10 * loc.R
assert gap > 0.3 * loc.R

# Place of the hole, electron flow and spin contamination
hole = loc.C[1][:, int(np.argmin(loc.occ[1]))]
hole_on_A = hole[:m.half] @ (m.S @ hole)[:m.half]
assert hole_on_A > 0.99
population_A = np.einsum("ij,ji->i", loc.D.sum(axis=0), m.S)[:m.half].sum()
flow = population_A - (m.pairs - 1)
assert flow > 0
spin_square = 0.75 + (m.pairs - 1) - np.trace(
    loc.D[0] @ m.S @ loc.D[1] @ m.S)

# Restored symmetry: combine the localised determinant with its inverse
det_A = [loc.C[k][:, :m.pairs][:, loc.occ[k] > 0.5] for k in range(2)]
det_B = [m.U @ orbitals for orbitals in det_A]
norm, self_energy = coupling(m, det_A, det_A)
assert abs(norm - 1) < 1e-8 and abs(self_energy - loc.E) < 1e-6
S_AB, H_AB = coupling(m, det_A, det_B)
restored = np.array([(loc.E + H_AB) / (1 + S_AB),
                     (loc.E - H_AB) / (1 - S_AB)])
splitting = abs(restored[0] - restored[1]) * EV
extra_gain = (loc.E - restored.min()) * EV
assert extra_gain < 0.05 and splitting < 0.1

# Second-order pair energies that vanish with one beta 1s electron
occ_orb, vir_orb = np.split(neutral.C[0], [m.pairs], axis=1)
e_occ, e_vir = np.split(neutral.e[0], [m.pairs])
integrals = ao2mo.general(
    m.eri, (neutral.AB[:, :1], vir_orb, occ_orb, vir_orb), compact=False)
integrals = integrals.reshape(len(e_vir), m.pairs, len(e_vir))
denominator = (e_occ[:2].mean() + e_occ[None, :, None]
               - e_vir[:, None, None] - e_vir[None, None, :])
exchange = integrals - integrals.transpose(2, 1, 0)
pair_loss = -np.sum((integrals ** 2 + 0.5 * exchange ** 2)
                    / denominator) * EV

# Scalar relativity through the one-electron Hamiltonian
nonrelativistic_h = m.h
m.h = SpinFreeX2CHelper(m.mol).get_hcore()
rel_neutral = neutral_state(m, neutral.D)
rel_deloc, rel_loc = both_holes(m, rel_neutral)
m.h = nonrelativistic_h
rel_gap = rel_deloc.I - rel_loc.I
assert abs(rel_gap - gap) < 0.5

# Larger basis
working_size = m.mol.nao
del m.eri
big = build_model("cc-pvtz", "6-31g**")
big_neutral = neutral_state(big)
big_deloc, big_loc = both_holes(big, big_neutral)
big_gap = big_deloc.I - big_loc.I
assert abs(big_gap - gap) < 0.3 and abs(big_loc.I - loc.I) < 1.0

print(f"Si-Si distance (rough): {SI_SI_NM:.3f} nm")
print(f"Si-H distance (rough): {SI_H_NM:.3f} nm")
print(f"Si-Si-H angle (rough): {ANGLE_DEG:.0f} degrees")
print(f"working basis: {working_size} functions")
print(f"frozen I, delocalised hole: {deloc.frozen:.3f} eV")
print(f"frozen I, localised hole: {loc.frozen:.3f} eV")
print(f"frozen difference, deloc - loc: {frozen_difference * 1e3:.4f} meV")
print(f"delta-SCF I, delocalised hole: {deloc.I:.2f} eV")
print(f"delta-SCF I, localised hole: {loc.I:.2f} eV")
print(f"overestimate by delocalised hole: {gap:.2f} eV")
print(f"relaxation, delocalised hole: {deloc.R:.2f} eV")
print(f"relaxation, localised hole: {loc.R:.2f} eV")
print(f"ratio delocalised/localised relaxation: {deloc.R / loc.R:.3f}")
print(f"relaxation, half hole on one Si: {half_one.R:.2f} eV")
print(f"ratio half-hole/whole-hole relaxation: {half_one.R / loc.R:.3f}")
print(f"relaxation, half hole on each Si: {half_two.R:.2f} eV")
print(f"cross term X: {cross:.2f} eV")
print(f"quadratic-law delocalised relaxation: {predicted_R:.2f} eV")
print(f"localised hole weight on its own half: {hole_on_A:.5f}")
print(f"electrons drawn to ionised half (Mulliken): {flow:.2f}")
print(f"spin square, localised ion (pure doublet 0.75): {spin_square:.4f}")
print(f"overlap of mirrored determinants, size: {abs(S_AB):.2e}")
print(f"symmetry-restored splitting: {splitting * 1e3:.4f} meV")
print(f"extra gain from restoring symmetry: {extra_gain * 1e3:.4f} meV")
print(f"larger basis: {big.mol.nao} functions")
print(f"larger-basis I, delocalised hole: {big_deloc.I:.2f} eV")
print(f"larger-basis I, localised hole: {big_loc.I:.2f} eV")
print(f"larger-basis overestimate: {big_gap:.2f} eV")
print(f"basis shift of localised I: {big_loc.I - loc.I:+.3f} eV")
print(f"basis shift of overestimate: {big_gap - gap:+.3f} eV")
print(f"scalar-relativistic I, localised hole: {rel_loc.I:.2f} eV")
print(f"relativistic shift of localised I: {rel_loc.I - loc.I:+.2f} eV")
print(f"relativistic shift of overestimate: {rel_gap - gap:+.3f} eV")
print(f"pair correlation lost with 1s electron (MP2): {pair_loss:.2f} eV")
print("every check passed")
```

It prints:

```
Si-Si distance (rough): 0.235 nm
Si-H distance (rough): 0.148 nm
Si-Si-H angle (rough): 110 degrees
working basis: 94 functions
frozen I, delocalised hole: 1871.558 eV
frozen I, localised hole: 1871.558 eV
frozen difference, deloc - loc: 0.0109 meV
delta-SCF I, delocalised hole: 1857.32 eV
delta-SCF I, localised hole: 1843.06 eV
overestimate by delocalised hole: 14.26 eV
relaxation, delocalised hole: 14.24 eV
relaxation, localised hole: 28.50 eV
ratio delocalised/localised relaxation: 0.500
relaxation, half hole on one Si: 7.11 eV
ratio half-hole/whole-hole relaxation: 0.250
relaxation, half hole on each Si: 14.24 eV
cross term X: 0.02 eV
quadratic-law delocalised relaxation: 14.26 eV
localised hole weight on its own half: 1.00000
electrons drawn to ionised half (Mulliken): 0.40
spin square, localised ion (pure doublet 0.75): 0.7552
overlap of mirrored determinants, size: 2.44e-07
symmetry-restored splitting: 0.0614 meV
extra gain from restoring symmetry: 0.0307 meV
larger basis: 124 functions
larger-basis I, delocalised hole: 1857.23 eV
larger-basis I, localised hole: 1842.92 eV
larger-basis overestimate: 14.31 eV
basis shift of localised I: -0.139 eV
basis shift of overestimate: +0.051 eV
scalar-relativistic I, localised hole: 1847.38 eV
relativistic shift of localised I: +4.32 eV
relativistic shift of overestimate: +0.084 eV
pair correlation lost with 1s electron (MP2): 1.08 eV
every check passed
```
